# Shockley-Read-Hall Lifetime and Its Low- and High-Injection Limits: test program

```python
# Shockley-Read-Hall lifetime of a single trap level, tested from its kinetics.
# Result under test, for equal excess densities dn of electrons and holes:
#   tau = [tp*(n0+n1+dn) + tn*(p0+p1+dn)] / (n0+p0+dn)
#   low injection:  [tp*(n0+n1) + tn*(p0+p1)] / (n0+p0);  high: tn + tp
# n0, p0: dark electron and hole densities; n1, p1: densities with the Fermi
# level at the trap; tn = 1/(cn*Nt), tp = 1/(cp*Nt); cn, cp: capture
# coefficients; Nt: trap density; f: electron occupancy of the trap.
# Densities are in cm^-3, capture coefficients in cm^3/s, times in s.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# ---------- symbolic test: rate and limits from the four processes ----------
n, p, a1, b1, kn, kp, N, f, e0, h0, d, w = sp.symbols(
    "n p n1 p1 cn cp Nt f n0 p0 d w", positive=True)
electron_net = N * kn * (n * (1 - f) - a1 * f)
hole_net = N * kp * (p * f - b1 * (1 - f))
f_steady = sp.solve(sp.Eq(electron_net, hole_net), f)[0]
f_formula = (kn * n + kp * b1) / (kn * (n + a1) + kp * (p + b1))
assert sp.simplify(f_steady - f_formula) == 0
rate = sp.simplify(electron_net.subs(f, f_steady))
rate_formula = (n * p - a1 * b1) / ((n + a1) / (kp * N) + (p + b1) / (kn * N))
assert sp.simplify(rate - rate_formula) == 0
b1_balance = e0 * h0 / a1
excited = rate.subs({n: e0 + d, p: h0 + d, b1: b1_balance}, simultaneous=True)
tau_symbolic = sp.cancel(sp.together(d / excited))
low_symbolic = tau_symbolic.subs(d, 0)
high_symbolic = sp.cancel(sp.together(tau_symbolic.subs(d, 1 / w))).subs(w, 0)
low_expected = ((e0 + a1) / (kp * N) + (h0 + b1_balance) / (kn * N)) / (e0 + h0)
assert sp.simplify(low_symbolic - low_expected) == 0
assert sp.simplify(high_symbolic - 1 / (kn * N) - 1 / (kp * N)) == 0

# ---------- silicon-like bands and the chosen wafer ----------
T = 300.0
gap = 1.12                      # eV
mass_e, mass_h = 1.09, 1.15     # density-of-states masses, free-electron units
trap_height = 0.30              # eV above the valence band
p0 = 1e15
Nt = 1e12
cn, cp = 2e-7, 5e-8
tn, tp = 1 / (cn * Nt), 1 / (cp * Nt)


def kT_eV(temp):
    return const.k * temp / const.e


def band_density(mass, temp):
    arg = 2 * np.pi * mass * const.m_e * const.k * temp / const.h**2
    return 2 * arg**1.5 * 1e-6


def trap_densities(height, temp):
    kt = kT_eV(temp)
    return (band_density(mass_e, temp) * np.exp(-(gap - height) / kt),
            band_density(mass_h, temp) * np.exp(-height / kt))


def electrons_by_quadrature(eta, temp):
    # eta = (Fermi level - conduction edge)/kT; energy/kT = u^2
    scale = 2 * mass_e * const.m_e * const.k * temp / const.hbar**2
    top = np.sqrt(max(eta, 0) + 40)
    integral = quad(lambda u: 2 * u * u / (1 + np.exp(u * u - eta)), 0, top,
                    epsabs=0, epsrel=1e-10)[0]
    return scale**1.5 / (2 * np.pi**2) * integral * 1e-6


n1, p1 = trap_densities(trap_height, T)
ni = np.sqrt(n1 * p1)
n0 = ni**2 / p0
f0 = n0 / (n0 + n1)

# Detailed balance: (emission rate)/(capture coefficient) = n*(1-f)/f
trap_eta = -(gap - trap_height) / kT_eV(T)


def emission_ratio(eta):
    occupancy = 1 / (1 + np.exp(trap_eta - eta))
    empty = 1 / (1 + np.exp(eta - trap_eta))
    return electrons_by_quadrature(eta, T) * empty / occupancy / n1


for eta in (-25.0, -15.0, -8.0):
    assert abs(emission_ratio(eta) - 1) < 5e-4
degenerate_ratio = emission_ratio(3.0)
assert degenerate_ratio < 0.5


# ---------- lifetime from a numerical trap balance ----------
def kinetic_state(dn, e_dark, h_dark, n_t, p_t):
    ne, ph = e_dark + dn, h_dark + dn

    def imbalance(x):
        return cn * (ne * (1 - x) - n_t * x) - cp * (ph * x - p_t * (1 - x))
    x = brentq(imbalance, 0, 1, xtol=1e-15, rtol=1e-14)
    return x, dn / (Nt * cn * (ne * (1 - x) - n_t * x))


def tau_formula(dn, e_dark, h_dark, n_t, p_t):
    top = tp * (e_dark + n_t + dn) + tn * (h_dark + p_t + dn)
    return top / (e_dark + h_dark + dn)


wafer = (n0, p0, n1, p1)
tau_low = tau_formula(0.0, *wafer)
tau_high = tn + tp
M = n0 + p0
for dn in np.logspace(11, 18, 15):
    assert abs(kinetic_state(dn, *wafer)[1] / tau_formula(dn, *wafer) - 1) < 1e-6
assert abs(kinetic_state(1e10, *wafer)[1] / tau_low - 1) < 1e-4

# Straight line in M/(M+dn)
dn_grid = np.logspace(12, 17, 30)
tau_grid = np.array([kinetic_state(x, *wafer)[1] for x in dn_grid])
slope, intercept = np.polyfit(M / (M + dn_grid), tau_grid, 1)
assert abs(intercept / tau_high - 1) < 1e-6
assert abs(slope / (tau_low - tau_high) - 1) < 1e-6

# Injection bounds for 5 percent agreement with each limit
low_edge = 10**brentq(
    lambda s: kinetic_state(10**s, *wafer)[1] / tau_low - 1.05, 11, 16)
high_edge = 10**brentq(
    lambda s: kinetic_state(10**s, *wafer)[1] / tau_high - 0.95, 14, 18)
share = 0.05 / (tau_high / tau_low - 1)
assert abs(low_edge / (M * share / (1 - share)) - 1) < 1e-5
assert abs(high_edge / (M * ((1 - tau_low / tau_high) / 0.05 - 1)) - 1) < 1e-5
tenth_error = kinetic_state(0.1 * p0, *wafer)[1] / tau_low - 1
assert tenth_error > 0.05

# Other trap levels, and n-type doping with the original level
cases = []
for label, height, holes in (("p-type, level 0.20 eV", 0.20, p0),
                             ("p-type, level 0.50 eV", 0.50, p0),
                             ("n-type, level 0.30 eV", 0.30, n0)):
    nt_, pt_ = trap_densities(height, T)
    dark = (ni**2 / holes, holes, nt_, pt_)
    low = kinetic_state(1e11, *dark)[1]
    high = kinetic_state(1e20, *dark)[1]
    assert abs(low / tau_formula(0.0, *dark) - 1) < 1e-3
    assert abs(high / tau_high - 1) < 1e-3
    falls = tp * (nt_ - dark[1]) + tn * (pt_ - dark[0]) > 0
    assert falls == (low > high)
    cases.append((label, low, high))
assert cases[0][1] > cases[0][2]
assert abs(cases[1][1] / tn - 1) < 1e-3


# ---------- trap charging: unequal excess electrons and holes ----------
def charge_ratio(dn, traps):
    def charge(dp):
        ne, ph = n0 + dn, p0 + dp
        x = (cn * ne + cp * p1) / (cn * (ne + n1) + cp * (ph + p1))
        return dp - dn - traps * (x - f0)
    return brentq(charge, 0, dn + traps) / dn


D0 = cn * (n0 + n1) + cp * (p0 + p1)
ratios = []
for traps in (Nt, 1e15):
    ratio = charge_ratio(1e10, traps)
    linear = (1 + traps * cn * (1 - f0) / D0) / (1 + traps * cp * f0 / D0)
    assert abs(ratio / linear - 1) < 1e-3
    ratios.append(ratio)
assert abs(ratios[0] - 1) < 0.01 and ratios[1] > 2


# ---------- transient with freely lagging trap occupancy ----------
def decay(t_us, y):
    dn, x = y[0] * 1e15, y[1]
    ne, ph = n0 + dn, p0 + dn + Nt * (x - f0)
    take_e = cn * (ne * (1 - x) - n1 * x)
    take_h = cp * (ph * x - p1 * (1 - x))
    return [-Nt * take_e * 1e-6 / 1e15, (take_e - take_h) * 1e-6]


times = np.arange(0, 250.01, 0.5)
run = solve_ivp(decay, (0, times[-1]), [100.0, f0], method="Radau",
                t_eval=times, rtol=1e-9, atol=1e-12)
assert run.success
dn_run = run.y[0] * 1e15
keep = (dn_run < 5e16) & (dn_run > 1e12)
tau_run = -1e-6 / np.gradient(np.log(np.abs(dn_run)), times)
lag_error = np.max(np.abs(
    tau_run[keep] / tau_formula(dn_run[keep], *wafer) - 1))
assert keep.sum() > 100 and lag_error < 0.01
trap_time = 1 / D0

# ---------- sizes of neglected effects, rough silicon coefficients ----------
auger = 1.5e-30         # cm^6/s, ambipolar
radiative = 5e-15       # cm^3/s
width, surface_speed, diffusion = 0.02, 10.0, 20.0   # cm, cm/s, cm^2/s
beta = brentq(lambda b: diffusion * b * np.tan(b * width / 2) - surface_speed,
              1e-6, 0.999 * np.pi / width)
tau_surface = 1 / (diffusion * beta**2)
assert abs(tau_surface / (width / (2 * surface_speed)) - 1) < 0.01


def tau_total(dn):
    extra = auger * (p0 + dn)**2 + radiative * (p0 + dn) + 1 / tau_surface
    return 1 / (1 / kinetic_state(dn, *wafer)[1] + extra)


auger_edge = np.sqrt(0.1 / (tau_high * auger)) - p0
eta_high = np.log(3e16 / band_density(mass_e, T))
degeneracy = 1 - electrons_by_quadrature(eta_high, T) / 3e16
assert 0 < degeneracy < 0.01
n1_hot, p1_hot = trap_densities(trap_height, 350.0)
hot = (n1_hot * p1_hot / p0, p0, n1_hot, p1_hot)
tau_low_hot = kinetic_state(1e10, *hot)[1]
assert abs(tau_low_hot / tau_formula(0.0, *hot) - 1) < 1e-3

# ---------- printed results ----------
us = 1e6
print(f"temperature {T:.0f} K, kT = {kT_eV(T)*1e3:.2f} meV, gap = {gap:.2f} eV")
print(f"density-of-states masses: electron {mass_e:.2f}, hole {mass_h:.2f} m_e")
print(f"band densities Nc = {band_density(mass_e, T):.3e}, "
      f"Nv = {band_density(mass_h, T):.3e} cm^-3")
print(f"trap level above valence band = {trap_height:.2f} eV")
print(f"p0 = {p0:.1e}, n0 = {n0:.3e}, ni = {ni:.3e} cm^-3")
print(f"Nt = {Nt:.1e} cm^-3, cn = {cn:.1e}, cp = {cp:.1e} cm^3/s")
print(f"n1 = {n1:.3e}, p1 = {p1:.3e} cm^-3, p1/p0 = {p1/p0:.3f}")
print(f"electron emission rate cn*n1 = {cn*n1:.3e} s^-1")
print(f"hole emission rate cp*p1 = {cp*p1:.3e} s^-1")
print(f"dark trap occupancy f0 = {f0:.4f}")
print(f"tau_n0 = {tn*us:.2f} us, tau_p0 = {tp*us:.2f} us")
print(f"low-injection lifetime = {tau_low*us:.3f} us")
print(f"high-injection lifetime = {tau_high*us:.3f} us")
print("excess cm^-3 | occupancy | SRH us | with Auger, radiative, surface us")
for dn in (1e12, 1e13, 1e14, 1e15, 1e16, 3e16, 1e17):
    occ, tau = kinetic_state(dn, *wafer)
    print(f"{dn:.0e} | {occ:.4f} | {tau*us:.3f} | {tau_total(dn)*us:.3f}")
print(f"low limit within 5% below excess = {low_edge:.3e} cm^-3")
print(f"high limit within 5% above excess = {high_edge:.3e} cm^-3")
print(f"error of low limit at excess p0/10: lifetime higher by "
      f"{100*tenth_error:.1f} %")
for label, low, high in cases:
    print(f"{label}: low {low*us:.3f} us, high {high*us:.3f} us")
print(f"small-signal dp/dn: {ratios[0]:.5f} at Nt = 1e12 cm^-3, "
      f"{ratios[1]:.3f} at Nt = 1e15 cm^-3")
print(f"trap adjustment time in the dark = {trap_time*1e9:.2f} ns")
print(f"largest transient deviation from formula = {100*lag_error:.3f} %")
print(f"emission ratio to simple law, Fermi level 3 kT inside band = "
      f"{degenerate_ratio:.3f}")
print(f"rough Auger coefficient = {auger:.1e} cm^6/s, "
      f"radiative = {radiative:.1e} cm^3/s")
print(f"wafer thickness = {width*1e4:.0f} um, surface speed = "
      f"{surface_speed:.0f} cm/s, diffusivity = {diffusion:.0f} cm^2/s")
print(f"surface lifetime = {tau_surface*us:.1f} us")
print(f"Auger rate reaches 10% of high-limit SRH rate at excess = "
      f"{auger_edge:.3e} cm^-3")
print(f"degeneracy correction to density at 3e16 cm^-3 = "
      f"{100*degeneracy:.3f} %")
print(f"at 350 K: p1 = {p1_hot:.3e} cm^-3, low-injection lifetime = "
      f"{tau_low_hot*us:.3f} us")
print("done: every assertion held")
```

It prints:

```
temperature 300 K, kT = 25.85 meV, gap = 1.12 eV
density-of-states masses: electron 1.09, hole 1.15 m_e
band densities Nc = 2.856e+19, Nv = 3.095e+19 cm^-3
trap level above valence band = 0.30 eV
p0 = 1.0e+15, n0 = 1.353e+05, ni = 1.163e+10 cm^-3
Nt = 1.0e+12 cm^-3, cn = 2.0e-07, cp = 5.0e-08 cm^3/s
n1 = 4.790e+05, p1 = 2.824e+14 cm^-3, p1/p0 = 0.282
electron emission rate cn*n1 = 9.580e-02 s^-1
hole emission rate cp*p1 = 1.412e+07 s^-1
dark trap occupancy f0 = 0.2202
tau_n0 = 5.00 us, tau_p0 = 20.00 us
low-injection lifetime = 6.412 us
high-injection lifetime = 25.000 us
excess cm^-3 | occupancy | SRH us | with Auger, radiative, surface us
1e+12 | 0.2225 | 6.430 | 6.389
1e+13 | 0.2420 | 6.596 | 6.553
1e+14 | 0.3828 | 8.102 | 8.036
1e+15 | 0.6816 | 15.706 | 15.460
1e+16 | 0.7855 | 23.310 | 22.658
3e+16 | 0.7951 | 24.400 | 22.947
1e+17 | 0.7985 | 24.816 | 17.513
low limit within 5% below excess = 1.755e+13 cm^-3
high limit within 5% above excess = 1.387e+16 cm^-3
error of low limit at excess p0/10: lifetime higher by 26.4 %
p-type, level 0.20 eV: low 72.563 us, high 25.000 us
p-type, level 0.50 eV: low 5.003 us, high 25.000 us
n-type, level 0.30 eV: low 21.412 us, high 25.000 us
small-signal dp/dn: 1.00226 at Nt = 1e12 cm^-3, 2.929 at Nt = 1e15 cm^-3
trap adjustment time in the dark = 15.60 ns
largest transient deviation from formula = 0.024 %
emission ratio to simple law, Fermi level 3 kT inside band = 0.223
rough Auger coefficient = 1.5e-30 cm^6/s, radiative = 5.0e-15 cm^3/s
wafer thickness = 200 um, surface speed = 10 cm/s, diffusivity = 20 cm^2/s
surface lifetime = 1001.7 us
Auger rate reaches 10% of high-limit SRH rate at excess = 5.064e+16 cm^-3
degeneracy correction to density at 3e16 cm^-3 = 0.037 %
at 350 K: p1 = 1.867e+15 cm^-3, low-injection lifetime = 14.337 us
done: every assertion held
```
